# Field and field gradient integrals over Gaussians and the contact term: a numerical check

```python
"""
Electric field and field gradient integrals over Gaussian functions.

For a product w(r) = phi_a(r) phi_b(r) of fixed Cartesian Gaussians and
A(C) = integral of w(r)/|r-C|, the result under test is
    dA/dC_i        = integral of w (r-C)_i/|r-C|^3
    d2A/dC_i dC_j  = Q_ij - (4 pi/3) delta_ij w(C)
    sum_i d2A/dC_i^2 = -4 pi w(C)
Q_ij is the integral of w (3 s_i s_j - delta_ij s^2)/s^5, s = r-C, with a
small sphere about C left out. Lengths are in Bohr radii a0 until the
conversion to SI. A primitive is (exponent, centre, powers of x, y, z).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma, gammainc
from pyscf import gto, scf

AXES = np.eye(3, dtype=int)


def boys(n, t):
    """Integral of u^(2n) exp(-t u^2) over 0 < u < 1."""
    if t < 1e-14:
        return 1.0 / (2 * n + 1)
    return gamma(n + 0.5) * gammainc(n + 0.5, t) / (2 * t ** (n + 0.5))


def hermite_coefficient(i, j, t, a, b, xa, xb):
    """Coefficient of Hermite Gaussian t in a one-dimensional product."""
    if i < 0 or j < 0 or t < 0 or t > i + j:
        return 0.0
    p = a + b
    centre = (a * xa + b * xb) / p
    if i == j == 0:
        return np.exp(-a * b / p * (xa - xb) ** 2)
    if i > 0:
        i, shift = i - 1, centre - xa
    else:
        j, shift = j - 1, centre - xb
    args = (a, b, xa, xb)
    return (hermite_coefficient(i, j, t - 1, *args) / (2 * p)
            + shift * hermite_coefficient(i, j, t, *args)
            + (t + 1) * hermite_coefficient(i, j, t + 1, *args))


def hermite_potential(index, n, p, R):
    """Derivatives of F0(p R^2) with respect to R, by upward recursion."""
    for k in range(3):
        if index[k] > 0:
            lower = list(index)
            lower[k] -= 1
            value = R[k] * hermite_potential(lower, n + 1, p, R)
            if lower[k] > 0:
                lowest = list(lower)
                lowest[k] -= 1
                value += lower[k] * hermite_potential(lowest, n + 1, p, R)
            return value
    return (-2 * p) ** n * boys(n, p * np.dot(R, R))


def attraction_derivative(ga, gb, C, order):
    """Derivative of A(C); order holds the number of x, y, z derivatives."""
    a, A, la = ga
    b, B, lb = gb
    p = a + b
    R = (a * A + b * B) / p - C
    coef = [[hermite_coefficient(la[k], lb[k], t, a, b, A[k], B[k])
             for t in range(la[k] + lb[k] + 1)] for k in range(3)]
    total = 0.0
    for t, ex in enumerate(coef[0]):
        for u, ey in enumerate(coef[1]):
            for v, ez in enumerate(coef[2]):
                index = [t + order[0], u + order[1], v + order[2]]
                total += ex * ey * ez * hermite_potential(index, 0, p, R)
    return (-1) ** int(sum(order)) * 2 * np.pi / p * total


def integrals(ga, gb, C):
    """A, its gradient and its matrix of second derivatives at C."""
    value = attraction_derivative(ga, gb, C, (0, 0, 0))
    grad = np.array([attraction_derivative(ga, gb, C, e) for e in AXES])
    hess = np.array([[attraction_derivative(ga, gb, C, e + f)
                      for f in AXES] for e in AXES])
    return value, grad, hess


def primitive(g, r):
    """Value of a primitive at points r, coordinates along the first axis."""
    x, y, z = r[0] - g[1][0], r[1] - g[1][1], r[2] - g[1][2]
    i, j, k = g[2]
    return x**i * y**j * z**k * np.exp(-g[0] * (x * x + y * y + z * z))


# Spherical product grid, to be centred on the charge position
node, weight = np.polynomial.legendre.leggauss(90)
radius, w_radius = 4.5 * (node + 1), 4.5 * weight
mu, w_mu = np.polynomial.legendre.leggauss(36)
azimuth = 2 * np.pi * np.arange(36) / 36
MU, AZ = np.meshgrid(mu, azimuth, indexing="ij")
SIN = np.sqrt(1 - MU**2)
UNIT = np.array([SIN * np.cos(AZ), SIN * np.sin(AZ), MU]).reshape(3, -1)
W_ANGLE = np.repeat(w_mu, 36) * 2 * np.pi / 36
STEP = UNIT[:, None, :] * radius[None, :, None]


def quadrature(ga, gb, C):
    """A, field integral and traceless Q from their defining integrals."""
    points = STEP + C[:, None, None]
    w = primitive(ga, points) * primitive(gb, points) * W_ANGLE
    value = np.sum(w_radius * radius * w.sum(axis=1))
    field = UNIT @ (w_radius @ w)
    angular = w_radius / radius
    q = np.empty((3, 3))
    for i in range(3):
        for j in range(3):
            kernel = 3 * UNIT[i] * UNIT[j] - (i == j)
            q[i, j] = angular @ (w @ kernel)   # angles are summed first
    return value, field, q


# Boys function, its derivative and its recurrence from the definition
for t in (0.0, 0.3, 4.0, 30.0):
    F = [quad(lambda u, n=n: u**(2 * n) * np.exp(-t * u * u), 0, 1,
              epsabs=1e-13)[0] for n in range(3)]
    assert np.allclose(F, [boys(n, t) for n in range(3)], atol=1e-11)
    assert abs(2 * t * F[2] - 3 * F[1] + np.exp(-t)) < 1e-10
for n in (0, 1):
    slope = (boys(n, 1.3 + 1e-4) - boys(n, 1.3 - 1e-4)) / 2e-4
    assert abs(slope + boys(n + 1, 1.3)) < 1e-7

# General angular momentum: formulas, definitions and finite differences
centre_a, centre_b = np.zeros(3), np.array([0.3, -0.4, 1.0])
power_pairs = [((0, 0, 0), (0, 0, 0)), ((1, 0, 0), (0, 0, 1)),
               ((2, 0, 0), (0, 1, 0)), ((1, 1, 0), (0, 1, 1))]
h = 2e-4
worst_direct = worst_difference = worst_trace = 0.0
for la, lb in power_pairs:
    ga, gb = (0.8, centre_a, la), (0.5, centre_b, lb)
    for C in (np.array([0.6, 0.2, 0.7]), centre_a):
        value, grad, hess = integrals(ga, gb, C)
        v_quad, f_quad, q_quad = quadrature(ga, gb, C)
        product = primitive(ga, C) * primitive(gb, C)
        contact = 4 * np.pi / 3 * product * np.eye(3)
        worst_direct = max(worst_direct, abs(value - v_quad),
                           np.abs(grad - f_quad).max(),
                           np.abs(hess - q_quad + contact).max())
        fd_grad, fd_hess = np.empty(3), np.empty((3, 3))
        for k in range(3):
            up = quadrature(ga, gb, C + h * AXES[k])
            down = quadrature(ga, gb, C - h * AXES[k])
            fd_grad[k] = (up[0] - down[0]) / (2 * h)
            fd_hess[:, k] = (up[1] - down[1]) / (2 * h)
        worst_difference = max(worst_difference,
                               np.abs(fd_grad - grad).max(),
                               np.abs(fd_hess - hess).max())
        worst_trace = max(worst_trace,
                          abs(np.trace(hess) + 4 * np.pi * product))
        if la == lb == (0, 0, 0):
            # without the contact term the second derivative is wrong
            assert np.abs(fd_hess - q_quad).max() > 0.1
assert worst_direct < 1e-8
assert worst_difference < 1e-5      # truncation error of order h^2
assert worst_trace < 1e-11


def show(label, number, unit="", digits=7):
    print(f"{label} = {number:.{digits}g} {unit}".rstrip())


print("TESTS, pairs up to d functions (atomic units)")
show("largest deviation from direct quadrature", worst_direct, "", 1)
show("largest deviation from finite differences", worst_difference, "", 1)

# Pair of unnormalised s functions with round parameters
a, b = 0.8, 0.5
A, B, C = np.zeros(3), np.array([0., 0., 1.]), np.array([0.6, 0., 1.])
ga, gb = (a, A, (0, 0, 0)), (b, B, (0, 0, 0))
p = a + b
P = (a * A + b * B) / p
K = np.exp(-a * b / p * np.dot(A - B, A - B))
R = P - C
T = p * np.dot(R, R)
F0, F1, F2 = (boys(n, T) for n in range(3))
value, grad, hess = integrals(ga, gb, C)
ss_grad = 4 * np.pi * K * R * F1
ss_hess = 4 * np.pi * K * (2 * p * np.outer(R, R) * F2 - np.eye(3) * F1)
v_quad, f_quad, q_quad = quadrature(ga, gb, C)
product = primitive(ga, C) * primitive(gb, C)
assert abs(2 * np.pi / p * K * F0 - v_quad) < 1e-8
assert np.allclose(ss_grad, f_quad, atol=1e-8)
assert np.allclose(ss_hess, q_quad - 4 * np.pi / 3 * product * np.eye(3),
                   atol=1e-8)
print(f"S PAIR: a = {a}, b = {b} a0^-2; A = {A}, B = {B}, C = {C} a0")
show("p", p, "a0^-2")
show("K", K)
print(f"R = P - C = ({R[0]:.7f}, {R[1]:.7f}, {R[2]:.7f}) a0")
show("T", T)
print(f"F0, F1, F2 = {F0:.7f}, {F1:.7f}, {F2:.7f}")
show("A", value, "a0^2")
print(f"A_x, A_y, A_z = {grad[0]:.7f}, {grad[1]:.7f}, {grad[2]:.7f} a0")
print(f"A_xx, A_yy, A_zz = {hess[0,0]:.7f}, {hess[1,1]:.7f}, "
      f"{hess[2,2]:.7f} (dimensionless)")
show("A_xz", hess[0, 2])
print(f"Q_xx, Q_yy, Q_zz by quadrature = {q_quad[0,0]:.7f}, "
      f"{q_quad[1,1]:.7f}, {q_quad[2,2]:.7f}")
show("w(C)", product)
show("trace of A_ij", np.trace(hess))
show("-4 pi w(C)", -4 * np.pi * product)

# Normalised p_z Gaussian seen from its own centre
alpha = 1.0
gp = (alpha, np.zeros(3), (0, 0, 1))
norm_squared = 4 * alpha * (2 * alpha / np.pi) ** 1.5
p_hess = norm_squared * integrals(gp, gp, np.zeros(3))[2]
inverse_cube = (quad(lambda r: r * np.exp(-2 * alpha * r * r), 0, 12)[0]
                / quad(lambda r: r**4 * np.exp(-2 * alpha * r * r), 0, 12)[0])
assert abs(p_hess[2, 2] - 0.8 * inverse_cube) < 1e-8
assert abs(p_hess[2, 2]
           - 16 * (2 * alpha)**1.5 / (15 * np.sqrt(np.pi))) < 1e-10
assert abs(np.trace(p_hess)) < 1e-11
print(f"P_Z GAUSSIAN at its own centre, exponent {alpha} a0^-2")
show("mean of r^-3", inverse_cube, "a0^-3")
print(f"A_xx, A_zz = {p_hess[0,0]:.7f}, {p_hess[2,2]:.7f} a0^-3")

# Helium atom, restricted Hartree-Fock
mol = gto.M(atom="He 0 0 0", basis="cc-pvtz", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
energy = mf.kernel()
assert mf.converged
orbital = mf.mo_coeff[:, 0].copy()
if (mol.eval_gto("GTOval", np.zeros((1, 3))) @ orbital)[0] < 0:
    orbital = -orbital
expansion = {}
first_ao = mol.ao_loc_nr()
for shell in range(mol.nbas):
    if mol.bas_angular(shell) == 0:
        contraction = mol.bas_ctr_coeff(shell)
        start = first_ao[shell]
        amount = contraction @ orbital[start:start + contraction.shape[1]]
        for exponent, c in zip(mol.bas_exp(shell), amount):
            key = float(exponent)
            expansion[key] = (expansion.get(key, 0.0)
                              + c * (2 * key / np.pi) ** 0.75)


def helium_density(z):
    """Electron number density on the z axis, evaluated by pyscf."""
    z = np.atleast_1d(z)
    points = np.column_stack([0 * z, 0 * z, z])
    return 2 * (mol.eval_gto("GTOval", points) @ orbital) ** 2


def helium_integrals(C):
    total = [0.0, np.zeros(3), np.zeros((3, 3))]
    for ea, ca in expansion.items():
        for eb, cb in expansion.items():
            part = integrals((ea, np.zeros(3), (0, 0, 0)),
                             (eb, np.zeros(3), (0, 0, 0)), C)
            total = [s + 2 * ca * cb * x for s, x in zip(total, part)]
    return total


def radial_integral(power, end):
    """4 pi times the integral of r^power times density from 0 to end."""
    x, w = np.polynomial.legendre.leggauss(300)
    r = 0.5 * end * (x + 1)
    return 4 * np.pi * np.sum(0.5 * end * w * r**power * helium_density(r))


Z, d = 2, 1.0
rho_0, rho_d = helium_density(np.array([0.0, d]))
for z, reference in ((0.0, rho_0), (d, rho_d)):
    own = 2 * sum(c * np.exp(-e * z * z) for e, c in expansion.items())**2
    assert abs(own - reference) < 1e-8
assert abs(radial_integral(2, 14.0) - 2) < 1e-7
A0, grad0, hess0 = helium_integrals(np.zeros(3))
Ad, gradd, hessd = helium_integrals(np.array([0.0, 0.0, d]))
enclosed = radial_integral(2, d)
Qd = hessd + 4 * np.pi / 3 * rho_d * np.eye(3)
assert abs(A0 - radial_integral(1, 14.0)) < 1e-7
assert np.allclose(grad0, 0, atol=1e-10)
assert np.allclose(hess0, -4 * np.pi / 3 * rho_0 * np.eye(3), atol=1e-7)
assert abs(gradd[2] + enclosed / d**2) < 1e-7
assert abs(Qd[2, 2] - 2 * enclosed / d**3 + 8 * np.pi / 3 * rho_d) < 1e-7
assert abs(np.trace(hessd) + 4 * np.pi * rho_d) < 1e-7

e, eps0 = constants.e, constants.epsilon_0
a0 = constants.physical_constants["Bohr radius"][0]
field_unit = e / (4 * np.pi * eps0 * a0**2)
gradient_unit = field_unit / a0
trace_0 = -gradient_unit * np.trace(hess0)
trace_d = -gradient_unit * np.trace(hessd)
poisson_0 = e * rho_0 / a0**3 / eps0
poisson_d = e * rho_d / a0**3 / eps0
assert abs(trace_0 / poisson_0 - 1) < 1e-7
assert abs(trace_d / poisson_d - 1) < 1e-7
nuclear = Z / d**3 * np.diag([-1.0, -1.0, 2.0])
total_gradient = gradient_unit * (nuclear - hessd)
total_field = field_unit * (Z / d**2 + gradd[2])
assert abs(np.trace(total_gradient) / poisson_d - 1) < 1e-7

print("HELIUM, RHF/cc-pVTZ; orbital = sum of c exp(-alpha r^2)")
show("total energy", energy, "hartree", 8)
for exponent, c in sorted(expansion.items(), reverse=True):
    print(f"alpha = {exponent:.6g} a0^-2, c = {c:.7f} a0^-3/2")
show("nucleus: density", rho_0, "a0^-3")
show("nucleus: A_xx = A_yy = A_zz, here A_zz", hess0[2, 2], "a0^-3")
show("nucleus: trace of A_ij", np.trace(hess0), "a0^-3")
show("nucleus: trace of electronic V_ij", trace_0, "V/m^2")
show("nucleus: e rho/eps0", poisson_0, "V/m^2")
show("distance d on z axis", d, "a0")
show("d: density", rho_d, "a0^-3")
show("d: enclosed electron number N(d)", enclosed)
show("d: A_z", gradd[2], "a0^-2")
print(f"d: A_xx, A_zz = {hessd[0,0]:.7f}, {hessd[2,2]:.7f} a0^-3")
print(f"d: Q_xx, Q_zz = {Qd[0,0]:.7f}, {Qd[2,2]:.7f} a0^-3")
show("d: contact part of each A_ii", -4 * np.pi / 3 * rho_d, "a0^-3")
show("d: trace of A_ij", np.trace(hessd), "a0^-3")
show("unit e/(4 pi eps0 a0^2)", field_unit, "V/m")
show("unit e/(4 pi eps0 a0^3)", gradient_unit, "V/m^2")
show("d: total field E_z with nucleus", total_field, "V/m")
show("d: total V_xx with nucleus", total_gradient[0, 0], "V/m^2")
show("d: total V_zz with nucleus", total_gradient[2, 2], "V/m^2")
show("d: trace of total V_ij", np.trace(total_gradient), "V/m^2")
show("d: e rho/eps0", poisson_d, "V/m^2")
print("every check passed")
```

Running it gives:

```
TESTS, pairs up to d functions (atomic units)
largest deviation from direct quadrature = 1e-13
largest deviation from finite differences = 7e-08
S PAIR: a = 0.8, b = 0.5 a0^-2; A = [0. 0. 0.], B = [0. 0. 1.], C = [0.6 0.  1. ] a0
p = 1.3 a0^-2
K = 0.7351415
R = P - C = (-0.6000000, 0.0000000, -0.6153846) a0
T = 0.9603077
F0, F1, F2 = 0.7544244, 0.1935053, 0.1029571
A = 2.680545 a0^2
A_x, A_y, A_z = -1.0725684, -0.0000000, -1.1000701 a0
A_xx, A_yy, A_zz = -0.8973623, -1.7876140, -0.8511231 (dimensionless)
A_xz = 0.9130786
Q_xx, Q_yy, Q_zz by quadrature = 0.2813375, -0.6089142, 0.3275767
w(C) = 0.2813938
trace of A_ij = -3.536099
-4 pi w(C) = -3.536099
P_Z GAUSSIAN at its own centre, exponent 1.0 a0^-2
mean of r^-3 = 2.127692 a0^-3
A_xx, A_zz = -0.8510769, 1.7021537 a0^-3
HELIUM, RHF/cc-pVTZ; orbital = sum of c exp(-alpha r^2)
total energy = -2.8611533 hartree
alpha = 234 a0^-2, c = 0.1103107 a0^-3/2
alpha = 35.16 a0^-2, c = 0.2010087 a0^-3/2
alpha = 7.989 a0^-2, c = 0.3081843 a0^-3/2
alpha = 2.212 a0^-2, c = 0.3516794 a0^-3/2
alpha = 0.6669 a0^-2, c = 0.2514451 a0^-3/2
alpha = 0.2089 a0^-2, c = 0.0677710 a0^-3/2
nucleus: density = 3.33026 a0^-3
nucleus: A_xx = A_yy = A_zz, here A_zz = -13.94976 a0^-3
nucleus: trace of A_ij = -41.84928 a0^-3
nucleus: trace of electronic V_ij = 4.066646e+23 V/m^2
nucleus: e rho/eps0 = 4.066646e+23 V/m^2
distance d on z axis = 1 a0
d: density = 0.09916166 a0^-3
d: enclosed electron number N(d) = 1.266682
d: A_z = -1.266682 a0^-2
d: A_xx, A_zz = -1.2666823, 1.2872625 a0^-3
d: Q_xx, Q_zz = -0.8513149, 1.7026298 a0^-3
d: contact part of each A_ii = -0.4153674 a0^-3
d: trace of A_ij = -1.246102 a0^-3
unit e/(4 pi eps0 a0^2) = 5.142207e+11 V/m
unit e/(4 pi eps0 a0^3) = 9.717362e+21 V/m^2
d: total field E_z with nucleus = 3.770871e+11 V/m
d: total V_xx with nucleus = -7.125914e+21 V/m^2
d: total V_zz with nucleus = 2.636065e+22 V/m^2
d: trace of total V_ij = 1.210883e+22 V/m^2
d: e rho/eps0 = 1.210883e+22 V/m^2
every check passed
```
